**Wagner's integrated diffusivity tested on moving-boundary solutions**

For a single narrow-range compound layer between gradient-free alloys at constant molar volume, the integral \(D_{\rm int}\) of the interdiffusion coefficient over the homogeneity range is approximately \(f\,\Delta x^2/(2t)\), with \(f=(N_\beta-N^-)(N^+-N_\beta)/(N^+-N^-)\). Here \(\Delta x\) is the layer thickness, \(t\) the annealing time, \(N_\beta\) the mean mole fraction of B in the layer, and \(N^\pm\) are the terminal mole fractions. The program solves the two-interface diffusion problem for a prescribed diffusivity and asserts that the exact layer identity returns its integral in three couples. It also asserts the flux formula at an interior plane, the position of the original contact plane for nearly immobile alloys, and the size and upper bound of the narrow-range error. A separate time-dependent simulation asserts parabolic growth and agreement with the similarity solution. For a prescribed value of 0.480 µm²/h, the thickness-only formula gives 0.483 and 0.485 µm²/h in two couples with nearly immobile alloys. With mobile alloys it gives 0.409 µm²/h, and including the penetration integrals restores 0.483 µm²/h.

## Numerical check

```python
"""Wagner's integrated diffusivity of a narrow-range compound layer.

Result under test (constant molar volume, one layer, gradient-free ends):
    D_int = integral of D(N) dN over the homogeneity range
          ~ f * thickness**2 / (2 t),
    f = (N_beta - N_minus) (N_plus - N_beta) / (N_plus - N_minus)
N: mole fraction of B; D(N): interdiffusion coefficient; N_beta: mean layer
composition; N_minus, N_plus: terminal compositions; t: annealing time.
With gradients in the ends, penetration integrals are added.  The tests solve
the moving-boundary problem itself and compare with the input D(N).
Working units: micrometre and hour; lam = x / sqrt(t).
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, simpson, solve_bvp, solve_ivp
from scipy.special import erfcx


def geometry_factor(n_beta, n_minus, n_plus):
    return (n_beta - n_minus) * (n_plus - n_beta) / (n_plus - n_minus)


def make_diffusivity(total, n_lo, n_hi, steepness):
    """D(N) varying by exp(steepness) over the range, with given integral."""
    mid, width = (n_lo + n_hi) / 2, n_hi - n_lo

    def shape(n):
        return np.exp(steepness * (n - mid) / width)
    norm = total / quad(shape, n_lo, n_hi, epsabs=0, epsrel=1e-12)[0]
    return lambda n: norm * shape(n)


def tail_integral(u, diff):
    """Integral of the normalized error-function tail outside the layer."""
    def tail(s):
        return erfcx(u + s) / erfcx(u) * np.exp(-s * (2 * u + s))
    top = 10 / (1 + max(u, 0.0))
    return 2 * np.sqrt(diff) * quad(tail, 0, top, epsabs=1e-13,
                                    epsrel=1e-11)[0]


def solve_couple(D, n_lo, n_hi, n_minus, n_plus, sat_left, sat_right,
                 d_left, d_right):
    """Similarity solution of the two-interface moving-boundary problem."""
    width = n_hi - n_lo

    def ode(s, y):
        return np.vstack((width * D(n_lo + width * s) / y[1],
                          -width * y[0] / 2))

    def balances(ya, yb):
        u_l = -ya[0] / (2 * np.sqrt(d_left))
        u_r = yb[0] / (2 * np.sqrt(d_right))
        q_l = np.sqrt(d_left / np.pi) * (sat_left - n_minus) / erfcx(u_l)
        q_r = np.sqrt(d_right / np.pi) * (n_plus - sat_right) / erfcx(u_r)
        return np.array([ya[1] - q_l + (n_lo - sat_left) * ya[0] / 2,
                         yb[1] - q_r - (sat_right - n_hi) * yb[0] / 2])

    s0 = np.linspace(0, 1, 41)
    guess = np.vstack((-0.9 + 2 * s0, np.full_like(s0, 0.24)))
    sol = solve_bvp(ode, balances, s0, guess, tol=1e-9, max_nodes=20000)
    assert sol.success, sol.message
    s = np.linspace(0, 1, 4001)
    lam, q = sol.sol(s)
    assert np.all(q > 0) and np.all(np.diff(lam) > 0)
    n = n_lo + width * s
    span = n_plus - n_minus
    thick = lam[-1] - lam[0]
    mean = simpson(n, x=lam) / thick
    centre = (lam[0] + lam[-1]) / 2
    moment = simpson((lam - centre) * (n - mean), x=lam) / span
    left = (sat_left - n_minus) / span * tail_integral(
        -lam[0] / (2 * np.sqrt(d_left)), d_left)
    right = (n_plus - sat_right) / span * tail_integral(
        lam[-1] / (2 * np.sqrt(d_right)), d_right)
    y_mean = (mean - n_minus) / span
    simple = geometry_factor(mean, n_minus, n_plus) * thick**2 / 2
    general = simple + span * thick / 2 * ((1 - y_mean) * left
                                           + y_mean * right)
    return dict(lam=lam, q=q, n=n, thick=thick, mean=mean, moment=moment,
                left=left, right=right, y_mean=y_mean, span=span,
                simple=simple, general=general,
                exact=general - span * moment)


# Worked example: chosen inputs and the diffusivity they give
thickness, hours = 20.0, 100.0
n_minus, n_plus, n_beta = 0.0, 1.0, 0.60
f1 = geometry_factor(n_beta, n_minus, n_plus)
growth = thickness**2 / (2 * hours)
d_int = f1 * growth
to_si = constants.micro**2 / constants.hour
width = 0.01
n_lo, n_hi = n_beta - width / 2, n_beta + width / 2
steep = 2.0
D = make_diffusivity(d_int, n_lo, n_hi, steep)
true_int = quad(D, n_lo, n_hi, epsabs=0, epsrel=1e-12)[0]
sat_left, sat_right, frozen, mobile = 0.05, 0.78, 1e-4, 0.5
n_plus_2 = 0.80

# Forward problems: two couples with immobile ends, one with mobile ends
one = solve_couple(D, n_lo, n_hi, n_minus, n_plus, sat_left, sat_right,
                   frozen, frozen)
two = solve_couple(D, n_lo, n_hi, n_minus, n_plus_2, sat_left, sat_right,
                   frozen, frozen)
three = solve_couple(D, n_lo, n_hi, n_minus, n_plus, sat_left, sat_right,
                     mobile, mobile)
for c in (one, two, three):
    # Exact integral identity against the input diffusivity
    assert abs(c["exact"] / true_int - 1) < 1e-5
    # Flux formula at an interior plane of the layer
    k = 1600
    y = (c["n"] - n_minus) / c["span"]
    area_l = c["left"] + simpson(y[:k + 1], x=c["lam"][:k + 1])
    area_r = c["right"] + simpson(1 - y[k:], x=c["lam"][k:])
    flux = c["span"] / 2 * ((1 - y[k]) * area_l + y[k] * area_r)
    assert abs(flux / c["q"][k] - 1) < 1e-5
for c in (one, two):
    f = c["span"] * c["y_mean"] * (1 - c["y_mean"])
    assert abs(c["simple"] / true_int - 1) < width / (4 * f) + 1e-3
    # Original contact plane divides the layer as mass conservation demands
    assert abs(-c["lam"][0] / c["thick"] - (1 - c["y_mean"])) < 1e-3
assert three["simple"] < 0.95 * true_int
assert abs(three["general"] / true_int - 1) < 0.015
f2 = geometry_factor(n_beta, n_minus, n_plus_2)
predicted_2 = np.sqrt(2 * hours * d_int / f2)
assert abs(two["thick"] * np.sqrt(hours) / predicted_2 - 1) < 0.02

# Narrow-range error: uniform D, then strongly varying D against the bound
error_rows = []
for w in (0.04, 0.02, 0.01):
    lo, hi = n_beta - w / 2, n_beta + w / 2
    c = solve_couple(make_diffusivity(d_int, lo, hi, 0.0), lo, hi,
                     n_minus, n_plus, n_minus, n_plus, frozen, frozen)
    excess = 1 - d_int / c["simple"]
    law = w / (6 * geometry_factor(c["mean"], n_minus, n_plus))
    assert abs(excess / law - 1) < 0.03
    error_rows.append((w, excess, law))
bound_rows = []
for st in (-8.0, 8.0):
    lo, hi = n_beta - 0.01, n_beta + 0.01
    c = solve_couple(make_diffusivity(d_int, lo, hi, st), lo, hi,
                     n_minus, n_plus, n_minus, n_plus, frozen, frozen)
    excess = 1 - d_int / c["simple"]
    bound = (hi - lo) / (4 * geometry_factor(c["mean"], n_minus, n_plus))
    assert 0 < excess < bound
    bound_rows.append((st, excess, bound))

# Time-dependent simulation, no similarity assumption, thin initial layer
cells = 40
h = 1 / cells
xi = np.linspace(0, 1, cells + 1)
start = 0.2


def potential(n):
    """Antiderivative of D(N) for the exponential composition dependence."""
    return D(n) * width / steep


assert abs((potential(n_hi) - potential(n_lo)) / true_int - 1) < 1e-10


def rates(t, state):
    n = np.concatenate(([n_lo], state[:-2], [n_hi]))
    a, b = state[-2:]
    size = b - a
    u = potential(n)
    flux_a = (-3 * u[0] + 4 * u[1] - u[2]) / (2 * h * size)
    flux_b = (3 * u[-1] - 4 * u[-2] + u[-3]) / (2 * h * size)
    va = -flux_a / (n_lo - n_minus)
    vb = flux_b / (n_plus - n_hi)
    diffusion = (u[2:] - 2 * u[1:-1] + u[:-2]) / (h * size)**2
    drift = (va + xi[1:-1] * (vb - va)) * (n[2:] - n[:-2]) / (2 * h * size)
    return np.concatenate((diffusion + drift, [va, vb]))


initial = np.concatenate((n_lo + width * xi[1:-1], [-start / 2, start / 2]))
run = solve_ivp(rates, (0, hours), initial, method="BDF",
                t_eval=[hours / 4, hours], rtol=1e-7, atol=1e-9)
assert run.success
sizes = run.y[-1] - run.y[-2]
exponent = np.log(sizes[1] / sizes[0]) / np.log(4)
assert abs(exponent - 0.5) < 1e-3
assert abs(sizes[1] / (one["thick"] * np.sqrt(hours)) - 1) < 1e-3

print("WORKED EXAMPLE")
print(f"layer thickness: {thickness:.1f} um")
print(f"annealing time: {hours:.0f} h")
print(f"terminal mole fractions of B: {n_minus:.2f} and {n_plus:.2f}")
print(f"compound mole fraction of B: {n_beta:.2f}")
print(f"geometry factor f: {f1:.4f}")
print(f"thickness^2/(2t): {growth:.4f} um^2/h")
print(f"integrated diffusivity: {d_int:.4f} um^2/h")
print(f"integrated diffusivity: {d_int * to_si:.4e} m^2/s")
print("FORWARD MODEL")
print(f"homogeneity range: {n_lo:.3f} to {n_hi:.3f}, width {width:.3f}")
print(f"mean D over the range: {d_int / width:.2f} um^2/h")
print(f"D at range limits: {D(n_lo):.2f} and {D(n_hi):.2f} um^2/h")
print(f"saturation limits of the ends: {sat_left:.2f}, {sat_right:.2f}")
print(f"end diffusivity, immobile case: {frozen:.1e} um^2/h")
print(f"end diffusivity, mobile case: {mobile:.2f} um^2/h")
print(f"second couple: N_plus {n_plus_2:.2f}, nominal f {f2:.4f}")
print(f"second couple, thickness from formula: {predicted_2:.2f} um")
root_t = np.sqrt(hours)
for name, c in (("couple 1 (immobile ends)", one),
                ("couple 2 (immobile ends)", two),
                ("couple 3 (mobile ends)", three)):
    print(name)
    print(f"  computed thickness: {c['thick'] * root_t:.3f} um")
    print(f"  mean mole fraction in layer: {c['mean']:.5f}")
    print(f"  thickness^2/(2t): {c['thick']**2 / 2:.4f} um^2/h")
    print(f"  D_int, thickness-only formula: {c['simple']:.4f} um^2/h")
    print(f"  D_int, with end integrals: {c['general']:.4f} um^2/h")
    print(f"  D_int, exact identity: {c['exact']:.6f} um^2/h")
print(f"couple 3 end integrals I_L, I_R: {three['left'] * root_t:.4f}, "
      f"{three['right'] * root_t:.4f} um")
print(f"couple 1 contact plane from left interface: "
      f"{-one['lam'][0] * root_t:.3f} um")
print("NARROW-RANGE ERROR (fraction of the estimate)")
for w, excess, law in error_rows:
    print(f"uniform D, width {w:.2f}: {excess:.5f}, law {law:.5f}")
for st, excess, bound in bound_rows:
    print(f"width 0.02, ln(D ratio) {st:+.0f}: {excess:.5f}, "
          f"bound {bound:.5f}")
print("TIME-DEPENDENT SIMULATION")
print(f"initial thickness: {start:.2f} um")
print(f"thickness at {hours / 4:.0f} h and {hours:.0f} h: "
      f"{sizes[0]:.3f}, {sizes[1]:.3f} um")
print(f"growth exponent: {exponent:.5f}")
print("all tests passed")
```

It prints:

```
WORKED EXAMPLE
layer thickness: 20.0 um
annealing time: 100 h
terminal mole fractions of B: 0.00 and 1.00
compound mole fraction of B: 0.60
geometry factor f: 0.2400
thickness^2/(2t): 2.0000 um^2/h
integrated diffusivity: 0.4800 um^2/h
integrated diffusivity: 1.3333e-16 m^2/s
FORWARD MODEL
homogeneity range: 0.595 to 0.605, width 0.010
mean D over the range: 48.00 um^2/h
D at range limits: 15.03 and 111.03 um^2/h
saturation limits of the ends: 0.05, 0.78
end diffusivity, immobile case: 1.0e-04 um^2/h
end diffusivity, mobile case: 0.50 um^2/h
second couple: N_plus 0.80, nominal f 0.1500
second couple, thickness from formula: 25.30 um
couple 1 (immobile ends)
  computed thickness: 20.074 um
  mean mole fraction in layer: 0.60156
  thickness^2/(2t): 2.0149 um^2/h
  D_int, thickness-only formula: 0.4829 um^2/h
  D_int, with end integrals: 0.4830 um^2/h
  D_int, exact identity: 0.480000 um^2/h
couple 2 (immobile ends)
  computed thickness: 25.491 um
  mean mole fraction in layer: 0.60157
  thickness^2/(2t): 3.2489 um^2/h
  D_int, thickness-only formula: 0.4848 um^2/h
  D_int, with end integrals: 0.4848 um^2/h
  D_int, exact identity: 0.480000 um^2/h
couple 3 (mobile ends)
  computed thickness: 18.465 um
  mean mole fraction in layer: 0.60156
  thickness^2/(2t): 1.7047 um^2/h
  D_int, thickness-only formula: 0.4086 um^2/h
  D_int, with end integrals: 0.4825 um^2/h
  D_int, exact identity: 0.480000 um^2/h
couple 3 end integrals I_L, I_R: 0.2812, 1.1447 um
couple 1 contact plane from left interface: 7.999 um
NARROW-RANGE ERROR (fraction of the estimate)
uniform D, width 0.04: 0.02786, law 0.02778
uniform D, width 0.02: 0.01391, law 0.01389
uniform D, width 0.01: 0.00695, law 0.00694
width 0.02, ln(D ratio) -8: 0.00518, bound 0.02071
width 0.02, ln(D ratio) +8: 0.00523, bound 0.02097
TIME-DEPENDENT SIMULATION
initial thickness: 0.20 um
thickness at 25 h and 100 h: 10.040, 20.076 um
growth exponent: 0.49989
all tests passed
```
